\section*{Steady acid penetration into a resist with first-order loss}

\section{The balance}

\textbf{Q.} An overcoat feeds acid into a resist throughout the post-exposure bake. Acid keeps entering and keeps diffusing. Why should the profile ever stop moving? I would expect the resist to fill up.

\textbf{A.} Without loss it would. Let us count what happens in a thin slice. Take depth $x\ge 0$ from the surface into the resist, and let $c(x,t)$ be the number of acid molecules per volume, uniform in the lateral directions. Diffusion carries a flux towards larger $x$,
\begin{equation}
 j=-D\,\frac{\partial c}{\partial x},
\end{equation}
with a constant diffusivity $D>0$. Each molecule also has a constant probability $k>0$ per unit time of being lost, at every depth. For a slice between $x$ and $x+dx$, per unit area,
\begin{equation}
 \frac{\partial c}{\partial t}\,dx=j(x)-j(x+dx)-kc\,dx .
\end{equation}
Dividing by $dx$ and letting $dx\to0$ turns the flux difference into $-\partial j/\partial x$, so
\begin{equation}
 \frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}-kc .
 \label{eq:pde}
\end{equation}
Loss grows with the amount of acid present. Filling can therefore stop when the total loss equals the supply.

\textbf{Q.} ``Can'' is not ``does''. Is there a profile for which it happens, and is there just one?

\textbf{A.} Set $\partial c/\partial t=0$ and divide by $D$:
\begin{equation}
 \frac{d^2c}{dx^2}=\frac{k}{D}\,c .
\end{equation}
The trial $c=e^{rx}$ gives $r^2=k/D$, hence $r=\pm1/L$ with
\begin{equation}
 L=\sqrt{D/k}.
\end{equation}
The equation is linear and of second order, so its general solution is
\begin{equation}
 c=A\,e^{-x/L}+B\,e^{x/L}.
\end{equation}
Let the resist be much deeper than $L$, so that it may be treated as unbounded. The concentration must stay finite at depth, which requires $B=0$. If the supply holds the resist side of the surface at $c_0$, then $A=c_0$ and
\begin{equation}
 c(x)=c_0\,e^{-x/L}.
 \label{eq:steady}
\end{equation}
No constant is left free, so this is the one bounded steady profile. As $k\to0$, $L\to\infty$ and the profile becomes flat at $c_0$: that is your filled resist.

\section{Supply and loss}

\textbf{Q.} You fixed the concentration at the surface. A supply sounds more like a fixed flux.

\textbf{A.} The shape is the same, because the surface condition sets $A$ and nothing else. The inward flux at $x=0$ is
\begin{equation}
 J=-D\left.\frac{dc}{dx}\right|_{0}=\frac{Dc_0}{L}=c_0\sqrt{Dk}.
 \label{eq:flux}
\end{equation}
The two minus signs, one from the flux law and one from the slope, cancel. If $J$ is prescribed, the surface concentration adjusts to $c_0=J/\sqrt{Dk}$. The acid held per area is
\begin{equation}
 \int_0^\infty c\,dx=c_0L,
\end{equation}
and it is lost at the rate $kc_0L=c_0\sqrt{Dk}=J$. Supply and loss do balance.

\textbf{Q.} Give me numbers.

\textbf{A.} Take round parameters for a bake at 110\,$^\circ$C lasting $t_b=90$\,s: $D=5\,\mathrm{nm^2/s}$, $k=0.05\,\mathrm{s^{-1}}$ and $c_0=0.02\,\mathrm{nm^{-3}}$. Then
\begin{align}
 L&=\sqrt{5/0.05}\ \mathrm{nm}=10\ \mathrm{nm},\\
 J&=0.02\sqrt{5\times0.05}=0.010\ \mathrm{nm^{-2}\,s^{-1}} .
\end{align}
The resist holds $c_0L=0.20\,\mathrm{nm^{-2}}$. The concentration is $0.0074\,\mathrm{nm^{-3}}$ at 10\,nm, $0.0027\,\mathrm{nm^{-3}}$ at 20\,nm and $0.0010\,\mathrm{nm^{-3}}$ at 30\,nm. The length $L$ marks a fall by a factor $e$, not an edge beyond which there is no acid.

\section{Why not a Gaussian?}

\textbf{Q.} Diffusing molecules spread as a Gaussian. Where did it go?

\textbf{A.} Molecules of one age do have a Gaussian profile. The steady population contains molecules of all ages. Those that entered a time $t$ ago survive with probability $e^{-kt}$. With the flux prescribed, the surface acts as a reflecting wall for acid already inside, so their depth distribution is twice the free Gaussian, on $x>0$. Adding all ages,
\begin{equation}
 c(x)=J\int_0^\infty e^{-kt}\,\frac{e^{-x^2/4Dt}}{\sqrt{\pi Dt}}\,dt .
\end{equation}
Put $t=s^2$, $dt=2s\,ds$:
\begin{equation}
 c(x)=\frac{2J}{\sqrt{\pi D}}\,G,\qquad
 G=\int_0^\infty e^{-a^2s^2-b^2/s^2}ds,
\end{equation}
with $a=\sqrt k$ and $b=x/(2\sqrt D)$. To find $G$, differentiate with respect to $b$:
\begin{equation}
 \frac{dG}{db}=-2b\int_0^\infty\frac{1}{s^2}\,e^{-a^2s^2-b^2/s^2}ds .
\end{equation}
The substitution $s=b/(au)$ exchanges the two terms of the exponent. It turns $ds/s^2$ into $(a/b)\,du$ once the limits are put in rising order. Hence $dG/db=-2aG$. Since $G=\sqrt\pi/(2a)$ at $b=0$,
\begin{equation}
 G=\frac{\sqrt\pi}{2a}\,e^{-2ab}=\frac{\sqrt\pi}{2\sqrt k}\,e^{-x/L},
\end{equation}
and $c=(J/\sqrt{Dk})\,e^{-x/L}$, as before. The exponential is a mixture of Gaussians of different widths, weighted by survival.

This also fixes the meaning of $L$. The mean depth of the acid is $\int xe^{-x/L}dx/L=L$. The mean square depth is $\int x^2e^{-x/L}dx/L=2L^2$, so the root-mean-square depth is $\sqrt2\,L$, or 14\,nm here.

\section{A real film and a real bake}

\textbf{Q.} My resist is 60\,nm thick and sits on a substrate that acid cannot enter. Your unbounded depth is a fiction.

\textbf{A.} Then replace boundedness by zero flux at the bottom, $x=h$. Write the general solution as
\begin{equation}
 c=P\cosh\frac{h-x}{L}+Q\sinh\frac{h-x}{L}.
\end{equation}
Its slope at $x=h$ is $-Q/L$, so $Q=0$. The condition $c(0)=c_0$ fixes $P$:
\begin{equation}
 \frac{c}{c_0}=\frac{\cosh[(h-x)/L]}{\cosh(h/L)} .
\end{equation}
At the bottom this equals $1/\cosh(h/L)$, which tends to $2e^{-h/L}$ for $h\gg L$: twice the simple exponential, because the wall sends acid back. For $h=60$\,nm the values are 0.0050 and 0.0025, both small. For a 10\,nm film they are 0.65 and 0.37, and the exponential is a poor description.

\textbf{Q.} And the bake ends after 90\,s. Who says the steady state has arrived?

\textbf{A.} We need the solution that starts from an empty resist with the surface held at $c_0$. Write $c=e^{\pm x/L}v$. Two derivatives give
\begin{equation}
 D\frac{\partial^2c}{\partial x^2}-kc=e^{\pm x/L}\left(D\frac{\partial^2v}{\partial x^2}\pm\frac{2D}{L}\frac{\partial v}{\partial x}+\frac{D}{L^2}v-kv\right).
\end{equation}
The last two terms cancel, and $D/L=\sqrt{Dk}$, so
\begin{equation}
 \frac{\partial v}{\partial t}=D\frac{\partial^2v}{\partial x^2}\pm2\sqrt{Dk}\,\frac{\partial v}{\partial x}.
\end{equation}
In the moving coordinate $\xi=x\pm2\sqrt{Dk}\,t$ the drift term disappears and plain diffusion remains. One solution of that is $\mathrm{erfc}(\xi/\sqrt{4Dt})$, whose argument is
\begin{equation}
 \eta_\pm=\frac{x}{\sqrt{4Dt}}\pm\sqrt{kt}.
\end{equation}
Combine the two signs with equal weight:
\begin{equation}
 c=\frac{c_0}{2}\left[e^{-x/L}\,\mathrm{erfc}\,\eta_-+e^{x/L}\,\mathrm{erfc}\,\eta_+\right].
\end{equation}
At $x=0$ the bracket is $\mathrm{erfc}(-\sqrt{kt})+\mathrm{erfc}(\sqrt{kt})=2$, so the surface stays at $c_0$. As $t\to0$ with $x>0$ both arguments go to $+\infty$ and $c\to0$. Both conditions hold. As $t\to\infty$ at fixed $x$, $\mathrm{erfc}\,\eta_-\to2$ and the second term vanishes, leaving Eq.~(\ref{eq:steady}).

The changeover at depth $x$ occurs near $\eta_-=0$, that is at $x=2\sqrt{Dk}\,t$. Here this front moves at 1\,nm/s, so it passes 30\,nm after 30\,s. It is broad. At the end of the bake $kt_b=4.5$, and the concentration relative to its steady value is 0.999 at depth $L$ and 0.990 at $3L$. With the surface concentration held, the steady formula is good to 1\% down to 30\,nm, but reaching that accuracy at 30\,nm took the whole bake. A prescribed flux approaches more slowly. The two terms then enter with opposite signs and $c_0=J/\sqrt{Dk}$, so that the surface value rises as $c_0\,\mathrm{erf}\sqrt{kt}$. The ratios after the bake are then 0.993 at $L$ and 0.965 at $3L$, and 1\% accuracy at 30\,nm takes about 115\,s.

\section{Is the supply really continuous?}

\textbf{Q.} Suppose the overcoat runs dry. The profile is already built. Does it not just fade in place?

\textbf{A.} It fades and flattens. Let the surface close at $t=0$ on the steady profile, so that no acid enters and none returns to the overcoat. By the same reflected Gaussian, the surface value is then
\begin{equation}
 c(0,t)=c_0e^{-kt}\int_0^\infty e^{-x/L}\,\frac{e^{-x^2/4Dt}}{\sqrt{\pi Dt}}\,dx .
\end{equation}
Complete the square,
\begin{equation}
 \frac{x^2}{4Dt}+\frac xL=\left(\frac{x}{\sqrt{4Dt}}+\sqrt{kt}\right)^2-kt,
\end{equation}
and take the bracket as the new variable $u$, with $dx=\sqrt{4Dt}\,du$:
\begin{equation}
 c(0,t)=c_0\,\frac{2}{\sqrt\pi}\int_{\sqrt{kt}}^\infty e^{-u^2}du=c_0\,\mathrm{erfc}\sqrt{kt}.
\end{equation}
After 20\,s, one acid lifetime, the surface has fallen to $0.16\,c_0$, whereas the total amount has fallen to $e^{-1}=0.37$ of its start. The surface drops faster because acid also moves inwards without being replaced.

\textbf{Q.} Every overcoat is finite. So your steady state never exists?

\textbf{A.} Not strictly. The useful question is how slowly it drifts. Let an overcoat of thickness $H$ be well mixed, lose no acid itself and dissolve acid as well as the resist does. Its concentration is then $c(0,t)$, and
\begin{equation}
 H\,\frac{dc(0,t)}{dt}=D\left.\frac{\partial c}{\partial x}\right|_0 .
\end{equation}
Try $c\propto e^{-\lambda t}e^{-x/\ell}$. Equation~(\ref{eq:pde}) gives $-\lambda=D/\ell^2-k$, and the overcoat gives $\lambda H=D/\ell$. Thus
\begin{equation}
 \ell=\sqrt{\frac{D}{k-\lambda}},\qquad \lambda^2=\frac{D(k-\lambda)}{H^2}.
\end{equation}
With $y=\lambda/k$ and $a=L/H$ the second relation is $y^2+a^2y-a^2=0$, whose positive root is
\begin{equation}
 y=\frac a2\left(\sqrt{a^2+4}-a\right)\approx a\quad(a\ll1).
\end{equation}
Then $\ell=L/\sqrt{1-y}\approx L(1+a/2)$. For $H=200$\,nm, $a=0.05$, $\lambda=0.00244\,\mathrm{s^{-1}}$ and $\ell=10.3$\,nm. The length changes by 2.5\%, but over the bake the amplitude falls to $e^{-\lambda t_b}=0.80$ of its starting value.

\textbf{Q.} Starting from a full overcoat and an empty resist?

\textbf{A.} Then the first filling costs a little more. Consider
\begin{equation}
 M=H\,c(0,t)+\int_0^\infty e^{-x/\ell}\,c\,dx .
\end{equation}
Differentiate, insert the two balances and integrate by parts twice. The terms in $\partial c/\partial x$ at the surface cancel, leaving
\begin{equation}
 \frac{dM}{dt}=-\frac{D}{\ell}\,c(0,t)+\left(\frac{D}{\ell^2}-k\right)\int_0^\infty e^{-x/\ell}c\,dx=-\lambda M .
\end{equation}
Initially $M=Hc_0$. At late times $c\approx Ac_0e^{-\lambda t}e^{-x/\ell}$, for which $M=Ac_0e^{-\lambda t}(H+\ell/2)$. Hence $A=H/(H+\ell/2)=0.975$, and the surface ends near $0.975\times0.80=0.78$ of $c_0$. A numerical solution, with the overcoat as one cell and the resist cut into thin cells that exchange acid, also gives 0.78.

\textbf{Q.} ``Well mixed'' is generous.

\textbf{A.} It is the assumption to watch. The same cell method, with a resolved overcoat on a 60\,nm resist, gives a final surface value of $0.75\,c_0$ if the overcoat diffusivity is $500\,\mathrm{nm^2/s}$. If it equals that of the resist, $5\,\mathrm{nm^2/s}$, the value is $0.25\,c_0$. The overcoat still holds plenty of acid: it began with $0.02\times200=4.0\,\mathrm{nm^{-2}}$, while a steady supply would use $Jt_b=0.90\,\mathrm{nm^{-2}}$. The acid just cannot reach the interface fast enough. With equal diffusivities the interface falls to $c_0/2$ on contact, by symmetry, even without any loss; the loss in the resist takes it from a half to a quarter, and only $0.33\,\mathrm{nm^{-2}}$ leaves the overcoat during the bake. A large reservoir is not by itself a constant supply.

\section{Is the loss really first order?}

\textbf{Q.} Something must consume the acid. Does it not get used up too?

\textbf{A.} Yes, if each loss uses one site. Let the sites be immobile, with initial density $S$, and let $f$ be the fraction still free. Then the loss rate is $kfc$, and
\begin{equation}
 \frac{\partial f}{\partial t}=-\frac{k}{S}\,f\,c .
\end{equation}
At the surface, where $c=c_0$, this integrates to $f=\exp(-kc_0t/S)$. First-order loss with constant $k$ therefore requires $kc_0t\ll S$. Here $kc_0t_b=0.05\times0.02\times90=0.09\,\mathrm{nm^{-3}}$.

If the sink is the polymer itself (an assumed trapping process; the deprotection reaction returns its acid and is not a loss), with $S=3\,\mathrm{nm^{-3}}$, about 3\% of the surface sites are used. If it is a base quencher with $S=0.02\,\mathrm{nm^{-3}}$, about 99\% are used. I solved the coupled equations by small time steps for the 60\,nm resist, holding the surface at $c_0$ and the initial loss rate at $k$ in both cases. A base that captures acid at nearly every encounter would react faster than this, so the second case illustrates exhaustion and does not model a particular quencher. The $1/e$ depth after the bake is 10.0\,nm for the polymer sites and 15.7\,nm for the quencher. In the second case the depth is no longer a property of $D$ and $k$ alone: it depends on time, $c_0$ and $S$.

\textbf{Q.} Acid also changes the polymer it passes through. Why should $D$ be constant?

\textbf{A.} It need not be. As a simple model let $D$ follow the acid present at the moment, $D=D_0(1+\beta u)$, with $u=c/c_0$. The steady balance is $dF/dx=kc$, where $F=D\,dc/dx$. Multiply it by $F$:
\begin{equation}
 F\frac{dF}{dx}=kc\,D\frac{dc}{dx}.
\end{equation}
Both $F$ and $c$ vanish at great depth, so integrating from there gives
\begin{equation}
 \frac{F^2}{2}=k\int_0^cD(c')\,c'\,dc'=kD_0c_0^2\left(\frac{u^2}{2}+\frac{\beta u^3}{3}\right).
\end{equation}
The concentration falls with depth, so $F$ is the negative root. Setting it equal to $D_0(1+\beta u)c_0\,du/dx$ and writing $L=\sqrt{D_0/k}$,
\begin{equation}
 dx=-L\,\frac{1+\beta u}{u\sqrt{1+2\beta u/3}}\,du .
\end{equation}
For $\beta=1$, which doubles $D$ at the surface, numerical integration from $u=1$ to $u=1/e$ gives a depth of 13.7\,nm instead of 10\,nm. Deep inside, $u\ll1$ and $dx\approx-L\,du/u$, so the tail is again exponential with the length $L$ that belongs to $D_0$. This model does not cover a lasting change of the polymer. Such a change accumulates during the bake, so $D$ would depend on the acid that has passed as well as on the acid present, and the two would have to be computed together.

\section{How far to trust the ten nanometres}

\textbf{Q.} What about the hotplate?

\textbf{A.} If $D$ and $k$ are thermally activated with energies $E_D$ and $E_k$, then $L\propto\exp[-(E_D-E_k)/(2k_BT)]$ and
\begin{equation}
 \frac{d\ln L}{dT}=\frac{E_D-E_k}{2k_BT^2}.
\end{equation}
With the round values $E_D=1.0$\,eV and $E_k=0.6$\,eV, a rise of 1\,K at 383\,K increases $D$ by 8.2\%, $k$ by 4.8\% and $L$ by 1.6\%. For these chosen energies much of the change in $D$ is offset by the change in $k$; the offset is smaller when $E_k$ is small compared with $E_D$.

\textbf{Q.} And the acid is made of molecules, not of a smooth density.

\textbf{A.} Under a patch of $10\times10\,\mathrm{nm^2}$ there are on average $0.20\times100=20$ of them. Suppose they arrive at random at a mean rate $r$ and are lost independently, and for the moment ignore lateral exchange between patches. In the steady state, upward and downward steps between neighbouring numbers balance: $knP_n=rP_{n-1}$. This gives a Poisson distribution with mean $r/k=20$, whose standard deviation is $\sqrt{20}$, or 22\% of the mean. Lateral exchange is not small, since the patch is only $L$ wide and about 80\% of the molecules have left the patch they entered through. The count stays Poisson with the same mean all the same, because the molecules enter uniformly and move independently. The exponential describes an average over many such patches.

\textbf{Q.} Then does your example resemble any resist I might use?

\textbf{A.} It is meant to resemble an acid-supplying overcoat on a chemically amplified resist. A bake near 110\,$^\circ$C for about a minute or more is ordinary. Acid diffusivities of a few $\mathrm{nm^2/s}$ are plausible, but they vary by orders of magnitude with acid size, polymer and temperature. The loss rate was chosen on the fast side, so that the bake spans several lifetimes. With $k=0.005\,\mathrm{s^{-1}}$ and the same $D$, $L$ would be 32\,nm and $kt_b$ only 0.45: the bake would end well before the steady state, and a 60\,nm film would not be deep. Within the example, a slow overcoat cut the surface concentration to a quarter, and an exhaustible sink lengthened the $1/e$ depth by more than half. To use $\sqrt{D/k}$ as a design length, one should first establish that the film is several $L$ deep, that the bake lasts several $1/k$, that the overcoat delivers acid fast enough, that $kc_0t_b\ll S$, and that $D$ does not change much where the acid has been.
